# Static Coupled-Cluster Polarizability: Symmetric Response and the EOM Pair Error, part 1

(Sections cited here and not found follow in the second part.)

**Setting.** Hartree atomic units are used. A molecule in a static field has \(H(\varepsilon)=H+\varepsilon_xX+\varepsilon_yY\), where \(X=-\mu_x\) and \(Y=-\mu_y\) are dipole components. The polarizability is \(\alpha_{xy}=-E^{xy}\), with \(E^{xy}=\partial^2E/\partial\varepsilon_x\partial\varepsilon_y\) at zero field. The orbitals are the field-free restricted Hartree–Fock (RHF) ones and stay fixed: the RHF equations are not re-solved in the field (the orbital-unrelaxed model), although the singles amplitudes still respond to it. The reference determinant is \(|0\rangle\), the excitation operators \(\tau_\mu\) commute, \(|\mu\rangle=\tau_\mu|0\rangle\) are orthonormal determinants, and \(\langle0|\tau_\mu=0\). With \(T=\sum_\mu t_\mu\tau_\mu\), define \(\bar O=e^{-T}Oe^{T}\). In CCSD \(\mu\) runs over all singles (S) and doubles (D). \(P\) projects on \(|0\rangle\) and the \(|\mu\rangle\), and \(Q=1-P\). The energy and amplitude equations are
\[E=\langle0|\bar H(\varepsilon)|0\rangle,\qquad \Omega_\mu=\langle\mu|\bar H(\varepsilon)|0\rangle=0 .\]
The Lagrangian is \(\mathcal L(\varepsilon,t,\lambda)=\langle L|\bar H(\varepsilon)|0\rangle=E+\lambda\cdot\Omega\), with \(\langle L|=\langle0|+\sum_\mu\lambda_\mu\langle\mu|\).

**(a) Find the stationarity conditions of \(\mathcal L\), the Jacobian of the amplitude equations in terms of matrix elements of \(\bar H\), and the first derivative of \(E\).**

*Solution.* Since \(\tau_\nu\) commutes with \(T\), \(\partial e^{\pm T}/\partial t_\nu=\pm\tau_\nu e^{\pm T}=\pm e^{\pm T}\tau_\nu\). Hence
\[\frac{\partial\bar O}{\partial t_\nu}=-\tau_\nu\bar O+\bar O\tau_\nu=[\bar O,\tau_\nu].\]
The condition \(\partial\mathcal L/\partial\lambda_\mu=0\) is \(\Omega_\mu=0\). The condition \(\partial\mathcal L/\partial t_\nu=0\) is \(\langle L|[\bar H(\varepsilon),\tau_\nu]|0\rangle=0\). At zero field it reads
\[\lambda A=-\eta^0,\quad A_{\mu\nu}=\langle\mu|[\bar H,\tau_\nu]|0\rangle,\quad \eta^0_\nu=\langle0|\bar H|\nu\rangle ,\]
where \(\langle0|\tau_\nu=0\) removed half of the commutator in \(\eta^0\). The matrix \(A=\partial\Omega/\partial t\) is the Jacobian, assumed nonsingular.

The CCSD space has a closure property. The adjoint \(\tau_\nu^\dagger\) lowers the excitation rank, so \(\tau_\nu^\dagger|\mu\rangle\) is zero or a determinant of lower rank, and every such determinant lies in \(P\). Thus \(\langle\mu|\tau_\nu=\langle\mu|\tau_\nu P\). At the solution \(P\bar H|0\rangle=E|0\rangle\), so \(\langle\mu|\tau_\nu\bar H|0\rangle=E\langle\mu|\nu\rangle\) and
\[A_{\mu\nu}=\langle\mu|\bar H|\nu\rangle-E\delta_{\mu\nu}.\]
With \(N=\bar H-E\), these results become
\[PN|0\rangle=0,\qquad\langle L|NP=0,\qquad\langle\mu|N|\nu\rangle=A_{\mu\nu}.\]
The middle relation holds because \(\langle L|N|0\rangle=\lambda\cdot\Omega=0\) and \(\langle L|N|\nu\rangle=\eta^0_\nu+(\lambda A)_\nu=0\).

At the stationary point \(\mathcal L=E(\varepsilon)\) for every field, and in the chain rule the terms with \(\partial t/\partial\varepsilon\) and \(\partial\lambda/\partial\varepsilon\) multiply vanishing gradients. The explicit dependence remains:
\[\frac{\partial E}{\partial\varepsilon_x}=\langle L(\varepsilon)|\bar X(\varepsilon)|0\rangle .\]
At zero field this is \(\langle X\rangle=\langle0|\bar X|0\rangle+\lambda\cdot\xi^x\), with \(\xi^x_\mu=\langle\mu|\bar X|0\rangle\).

**(b) Derive the equations for \(t^y=\partial t/\partial\varepsilon_y\) and \(\lambda^y=\partial\lambda/\partial\varepsilon_y\), and express \(E^{xy}\) through them.**

*Solution.* Differentiate \(\Omega_\mu=0\) along \(\varepsilon_y\). The explicit field term gives \(\xi^y_\mu\) and the change of the amplitudes gives \((At^y)_\mu\):
\[At^y=-\xi^y .\]
Differentiate \(\langle L|[\bar H(\varepsilon),\tau_\nu]|0\rangle=0\). The field enters through \(\lambda\), explicitly, and through \(T\):
\[\lambda^yA+\eta^y+Ft^y=0,\]
\[\eta^y_\nu=\langle L|[\bar Y,\tau_\nu]|0\rangle,\qquad F_{\nu\kappa}=\langle L|[[\bar H,\tau_\kappa],\tau_\nu]|0\rangle .\]
\(F\) is symmetric: the Jacobi identity gives \([[\bar H,\tau_\kappa],\tau_\nu]-[[\bar H,\tau_\nu],\tau_\kappa]=[\bar H,[\tau_\kappa,\tau_\nu]]=0\). Now differentiate the first derivative of part (a). The bra changes by \(\sum_\mu\lambda^y_\mu\langle\mu|\), and \(\bar X\) changes by \([\bar X,T^y]\) with \(T^y=\sum_\nu t^y_\nu\tau_\nu\):
\[E^{xy}=\eta^x\cdot t^y+\lambda^y\cdot\xi^x .\]
This is the asymmetric form of coupled-cluster linear response (LR). It uses both first-order vectors of the direction \(y\) and none of the direction \(x\).

**(c) Is \(\lambda^y\) needed? Answer by algebra, and again from the error of \(\mathcal L\) at approximate parameters.**

*Solution.* Insert \(\xi^x=-At^x\), then the equation for \(\lambda^yA\):
\[\lambda^y\cdot\xi^x=-\lambda^yAt^x=\eta^y\cdot t^x+t^xFt^y .\]
The first-order multipliers have disappeared, and
\[E^{xy}_{\rm LR}=\langle L|[\bar X,T^y]|0\rangle+\langle L|[\bar Y,T^x]|0\rangle+\langle L|[[\bar H,T^x],T^y]|0\rangle .\]
This symmetric form contains \(t,\lambda,t^x,t^y\) and is symmetric in \(x\leftrightarrow y\) because \(F\) is. For the full tensor it needs three first-order linear systems, where the asymmetric form applied to every column needs six. For a single column \(y\) the asymmetric form needs two and the symmetric form three.

For the second argument take a field along \(x\), exact parameters \(t^*(\varepsilon),\lambda^*(\varepsilon)\), and errors \(\delta t,\delta\lambda\). Because \(\mathcal L\) is linear in \(\lambda\),
\[\mathcal L(t^*+\delta t,\lambda^*+\delta\lambda)-E=\big[\mathcal L(t^*+\delta t,\lambda^*)-E\big]+\delta\lambda\cdot\Omega(t^*+\delta t).\]
The bracket is \(O(\delta t^2)\) by stationarity in \(t\). The last term is \(O(\delta\lambda\,\delta t)\) because \(\Omega(t^*)=0\). No term of order \(\delta\lambda^2\) exists. With the trial parameters \(t+\varepsilon t^x\) and \(\lambda\), \(\delta t=O(\varepsilon^2)\) and \(\delta\lambda=O(\varepsilon)\), so the error is \(O(\varepsilon^3)\) and the trial value is correct through \(\varepsilon^2\). Expand it with the derivative rule of part (a). The term \(\varepsilon\,(\partial\mathcal L/\partial t)\cdot t^x\) vanishes, leaving
\[\mathcal L=E_0+\varepsilon\langle X\rangle+\varepsilon^2\big(\eta^x\cdot t^x+\tfrac12t^xFt^x\big)+O(\varepsilon^3).\]
Twice the \(\varepsilon^2\) coefficient is \(2\eta^x\cdot t^x+t^xFt^x\), the \(xx\) element of the symmetric form.

The program tests this with explicit determinant matrices on an irregular planar H\(_4\) cluster in the 6-31G basis, where CCSD is not exact (\(-2.23114\) against \(-2.23126\) \(E_h\) for full CI). The vectors \(t^x\) and \(\lambda^x\) match finite differences of the field-dependent solutions. The symmetric form, the asymmetric form and the finite-field CCSD energy give \(\alpha_{xx}=4.1706\), \(\alpha_{zz}=12.2020\) and \(\alpha_{xz}=3.2448\) au within a tolerance of \(10^{-5}\) au. The term \(-t^zFt^z\) contributes \(-1.6244\) au to \(\alpha_{zz}\), so it cannot be dropped. For a field along \(z\), the trial error is \(1.287\times10^{-8}\,E_h\) at \(\varepsilon=0.004\) and \(1.598\times10^{-9}\,E_h\) at \(0.002\), an order of \(3.01\).

**(d) The equation-of-motion (EOM) variant freezes \(T\) at its field-free value and follows the eigenvalue of \(M(\varepsilon)=P(\bar H+\varepsilon_x\bar X+\varepsilon_y\bar Y)P\) that starts at \(E\). Find its second derivative.**

*Solution.* By part (a), in the basis \((|0\rangle,|\mu\rangle)\),
\[M(0)=\begin{pmatrix}E&\eta^0\\0&A+E\end{pmatrix}.\]
The right eigenvector is \(|0\rangle\). The left one is \((1,\lambda)\), since \((1,\lambda)M(0)=(E,\ \eta^0+\lambda A+E\lambda)=E(1,\lambda)\), and \(\langle L|0\rangle=1\). The other eigenvalues are \(E\) plus those of \(A\), which are therefore the EOM excitation energies. A nonsingular \(A\) means a nondegenerate ground state; as an excitation energy goes to zero, \(t^x=-A^{-1}\xi^x\) diverges unless \(\xi^x\) has no component on that mode; at zero excitation energy \(A\) is singular and the formulas of both variants no longer apply.

Differentiate \((M-\mathcal E)|R\rangle=0\) once:
\[PN|R^y\rangle=-P(\bar Y-\mathcal E^y)|0\rangle .\]
Projection on \(\langle L|\) annihilates the left side, so \(\mathcal E^y=\langle Y\rangle\), the same first derivative as in LR. Write \(|R^y\rangle=r^y_0|0\rangle+\sum_\nu r^y_\nu|\nu\rangle\). The excited rows give \(Ar^y=-\xi^y\), so \(r^y=t^y\). The reference row gives \(\eta^0\cdot t^y=\langle Y\rangle-\langle0|\bar Y|0\rangle=\lambda\cdot\xi^y\), which already holds:
\[\eta^0\cdot t^y=-\lambda At^y=\lambda\cdot\xi^y .\]
Differentiate a second time; \(M\) is linear in the field:
\[PN|R^{xy}\rangle+P(\bar X-\langle X\rangle)|R^y\rangle+P(\bar Y-\langle Y\rangle)|R^x\rangle=\mathcal E^{xy}|0\rangle .\]
Projection on \(\langle L|\) removes the first term. The coefficient \(r_0^y\) multiplies \(\langle L|(\bar X-\langle X\rangle)|0\rangle=0\) and drops out. Hence
\[E^{xy}_{\rm EOM}=\langle L|(\bar X-\langle X\rangle)T^y|0\rangle+\langle L|(\bar Y-\langle Y\rangle)T^x|0\rangle .\]
The first-order amplitudes are those of LR, but they enter as products where LR has commutators.

**(e) Find \(E^{xy}_{\rm LR}-E^{xy}_{\rm EOM}\) in closed form. When does it vanish?**

*Solution.* Define
\[a^x=\lambda\cdot t^x=\langle L|T^x|0\rangle,\quad b^x=\lambda\cdot\xi^x,\quad c^{xy}=\sum_\mu\langle L|T^x|\mu\rangle\xi^y_\mu .\]
By closure, \(\langle L|T^y=\langle L|T^yP\), so \(P=|0\rangle\langle0|+\sum_\mu|\mu\rangle\langle\mu|\) may be inserted:
\[\langle L|T^y\bar X|0\rangle=a^y\langle0|\bar X|0\rangle+c^{yx}=a^y\langle X\rangle-a^yb^x+c^{yx}.\]
Subtract this from \(\langle L|\bar XT^y|0\rangle\):
\[\langle L|[\bar X,T^y]|0\rangle=\langle L|(\bar X-\langle X\rangle)T^y|0\rangle+a^yb^x-c^{yx}.\]
The other single commutator follows by \(x\leftrightarrow y\). In the double commutator \(\bar H\) may be replaced by \(N\), since a constant commutes:
\[[[N,T^x],T^y]=NT^xT^y-T^xNT^y-T^yNT^x+T^yT^xN .\]
Take the four terms in turn. In the first, \(\langle L|NP=0\) leaves \(\langle L|NQT^xT^y|0\rangle\), and \(\langle L|Q=0\) turns \(N\) back into \(\bar H\). In the second, insert \(P\) after \(T^x\), then use \(\langle0|NT^y|0\rangle=\eta^0\cdot t^y=b^y\) and \(\langle\mu|NT^y|0\rangle=(At^y)_\mu=-\xi^y_\mu\):
\[-\langle L|T^xNT^y|0\rangle=-a^xb^y+c^{xy}.\]
The third is \(-a^yb^x+c^{yx}\). The fourth vanishes, because closure applied twice puts \(\langle L|T^yT^x\) in \(P\) and \(PN|0\rangle=0\). The extra terms sum to
\[(a^yb^x-c^{yx})+(a^xb^y-c^{xy})+(-a^xb^y+c^{xy})+(-a^yb^x+c^{yx})=0,\]
and therefore
\[E^{xy}_{\rm LR}-E^{xy}_{\rm EOM}=\langle L|\bar H\,Q\,T^xT^y|0\rangle .\]
In LR the state \(e^{T(\varepsilon)}|0\rangle\) contains the products \(T^xT^y\) at second order in the field, including the triples (S×D) and quadruples (D×D) that \(Q\) selects. The EOM state \(e^{T}|R(\varepsilon)\rangle\) has \(R\) confined to \(P\) and lacks the \(Q\) part of these products. The reference part of \(\langle L|\) does not contribute: \(\langle0|\bar HQ=\langle0|He^{T}Q=0\), because \(e^T\) does not lower the rank and a two-body \(H\) couples \(|0\rangle\) to doubles at most. The difference is thus linear in \(\lambda\). If \(Q=0\), as for CCSD with two correlated electrons, it vanishes, and \(M(\varepsilon)\) is a similarity transform of \(H(\varepsilon)\), so LR, EOM and full CI coincide.

For H\(_4\) the EOM formula matches the finite-field eigenvalue, \(\alpha_{zz}=12.2158\) au, and \(12.2020-12.2158=-0.0138\) au equals \(-\langle L|\bar HQT^zT^z|0\rangle\). The identity does not rank the variants by accuracy. The full-CI values are \(\alpha_{zz}=12.2361\) and \(\alpha_{xx}=4.1730\) au; EOM is the closer one for \(zz\), and LR (\(4.1706\) against \(4.1700\)) for \(xx\).

The LR and EOM polarizabilities of CCSD have been derived, and their second energy derivatives differ by exactly \(\langle L|\bar H\,Q\,T^xT^y|0\rangle\), which the H\(_4\) test confirms. It remains to find whether each variant is additive for noninteracting fragments, and to evaluate both for LiH and copies of it.

Numbers in the example were calculated in double precision.
